# Zero-bias Andreev conductance of a half-transparent single channel

## Problem

A normal lead is joined to an s-wave superconductor through one conducting channel, open to both spins. With superconductivity switched off, the channel transmits an electron at the Fermi level with probability $T=1/2$. Calculate the conductance $G_{NS}$ at zero temperature and zero bias, and show that it is $4/9$ of the normal-state conductance $G_N$.

Assume a hard gap $\Delta$, much smaller than the Fermi energy $\mu$, no magnetic field, no spin-dependent scattering, phase-coherent motion through the contact, and no resistance in series. Energies $E$ are measured from the Fermi level, $e>0$ is the elementary charge, and $R=1-T$.

## A tempting solution

Inside the gap no single electron can enter the superconductor. An electron that reaches it is returned as a hole, and a Cooper pair is added to the condensate. This is Andreev reflection; at an ideal interface it happens with probability one.

Follow an electron from the lead. It crosses the barrier with probability $T$, becomes a hole, and the hole leaves through the barrier with probability $T$. This path contributes $T^2$. With probability $R$ the hole is instead thrown back to the superconductor and becomes an electron, which is thrown back with probability $R$ and becomes a hole again. Each such loop multiplies the probability by $R^2$, so

$$
R_{he}^{\rm wrong}=T^2(1+R^2+R^4+\cdots)=\frac{T^2}{1-R^2}=\frac{1/4}{3/4}=\frac13 .
$$

Each event transfers charge $2e$, so $G_{NS}=(2e^2/h)\cdot 2\cdot\frac13$. With $G_N=(2e^2/h)\cdot\frac12$ the ratio is $4/3$, not $4/9$.

Probability conservation does not expose the fault. The same counting gives, for return as an electron,

$$
R_{ee}^{\rm wrong}=R+\frac{T\,R\,T}{1-R^2}=\frac12+\frac{1/8}{3/4}=\frac23 ,
$$

and the two probabilities add up to one.

## Where it fails

All these paths start in one state and end in one state, and the contact is coherent. Their amplitudes must therefore be added before squaring. Adding probabilities would be right if the relative phases of the paths were random. At zero energy they are fixed, and the phase gained in one loop has to be found.

## The right solution

**Scattering of electrons and holes.** For an electron at the Fermi level, let $r,t$ be the reflection and transmission amplitudes for arrival from the lead, and $r',t'$ those for arrival from the superconductor's side. The matrix

$$
s=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}
$$

is unitary, so $|t|^2=|t'|^2=T$ and $|r|^2=|r'|^2=R$.

Let $H$ be the normal Hamiltonian measured from $\mu$. The electron and hole parts $u,v$ of an excitation obey the Bogoliubov–de Gennes equations

$$
Hu+\Delta e^{i\varphi}v=Eu,\qquad -H^*v+\Delta e^{-i\varphi}u=Ev ,
$$

where $\varphi$ is the phase of the superconductor. Where $\Delta=0$, the complex conjugate of the second equation is $Hv^*=-Ev^*$. Thus $v^*$ is an electron wave at energy $-E$. A hole moves opposite to its wavevector, so a right-moving hole $v=e^{-ikx}$ corresponds to a right-moving electron $v^*=e^{ikx}$: incoming waves map to incoming waves. At $E=0$ holes therefore scatter with the amplitudes $r^*,t^*,r'^*,t'^*$.

**Conversion at the superconductor.** An electron $e^{ikx}$ arrives from the left. Inside the superconductor the wave has wavevector $q$ near $k$ and kinetic energy, measured from $\mu$, $\xi\simeq\hbar v_F(q-k)$, with $v_F$ the Fermi velocity. The two equations require $\xi^2=E^2-\Delta^2$. For $|E|<\Delta$ the wave decays to the right if $\xi=+i\sqrt{\Delta^2-E^2}$, and the first equation gives

$$
\frac vu=e^{-i\varphi}\,\frac{E-\xi}{\Delta}=\alpha e^{-i\varphi},\qquad
\alpha=\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}=e^{-i\arccos(E/\Delta)} .
$$

Outside, the incident electron and the reflected hole both vary as $e^{ikx}$, as does the wave inside, up to corrections of order $\Delta/\mu$. Continuity of $u$ and $v$ then also makes the derivatives continuous, and no electron is reflected. The conversion amplitude is $\alpha e^{-i\varphi}$.

For an arriving hole $e^{-ikx}$, $q$ lies near $-k$ and decay requires $\xi=-i\sqrt{\Delta^2-E^2}$. Then $v/u=e^{-i\varphi}/\alpha$, so the hole-to-electron amplitude is $u/v=\alpha e^{i\varphi}$. At $E=0$, $\alpha=-i$.

**Sum over paths.** The shortest path to an outgoing hole has amplitude $t'^*\,\alpha e^{-i\varphi}\,t$. Each further loop contains a hole reflection, a conversion, an electron reflection and another conversion:

$$
r'^*\cdot\alpha e^{i\varphi}\cdot r'\cdot\alpha e^{-i\varphi}=\alpha^2|r'|^2=-R .
$$

The phase $\varphi$ and the unknown phase of $r'$ cancel, and the two conversions leave a minus sign. Successive paths interfere destructively. For $R<1$ the series converges to

$$
r_{he}=-ie^{-i\varphi}\,t\,t'^*\,(1-R+R^2-\cdots)=\frac{-ie^{-i\varphi}\,t\,t'^*}{1+R},
$$

and, since $1+R=2-T$,

$$
R_{he}=|r_{he}|^2=\frac{T^2}{(2-T)^2}.
$$

**Return as an electron.** Direct reflection adds to the paths that leave after an even number of conversions:

$$
r_{ee}=r+\frac{t'\,\alpha e^{i\varphi}\,r'^*\,\alpha e^{-i\varphi}\,t}{1+R}
=r-\frac{t'\,r'^*\,t}{1+R}.
$$

The columns of $s$ are orthogonal, $r^*t'+t^*r'=0$. The conjugate relation gives $r'^*t=-rt'^*$, so

$$
r_{ee}=r\left(1+\frac{T}{1+R}\right)=\frac{2r}{1+R},\qquad R_{ee}=\frac{4R}{(1+R)^2},
$$

where $R+T=1$ was used. Conservation holds: with $T=1-R$, $4R+(1-R)^2=(1+R)^2$, hence $R_{ee}+R_{he}=1$.

**Current.** Bias the lead so that its electron states are filled up to $eV$ above the condensate's chemical potential. At zero temperature the incident excitations are electrons of two spins with $0<E<eV$. A reflected electron subtracts from the incident current. A reflected hole adds to it, because it carries the opposite charge in the opposite direction. Hence

$$
G_{NS}=\frac{2e^2}{h}(1-R_{ee}+R_{he})=\frac{4e^2}{h}\,\frac{T^2}{(2-T)^2},
\qquad
\frac{G_{NS}}{G_N}=\frac{2T}{(2-T)^2},
$$

with $G_N=(2e^2/h)T$. At $T=1/2$,

$$
R_{he}=\frac{1/4}{9/4}=\frac19,\qquad
\frac{G_{NS}}{G_N}=\frac{1}{9/4}=\frac49 .
$$

In units, $G_N=0.5\times77.481=38.74\ \mu\mathrm S$ and $G_{NS}=\frac49\times38.74=17.22\ \mu\mathrm S$, or resistances of $25.81$ and $58.08\ \mathrm{k}\Omega$.

## Reading the result

The first path alone gives $R_{he}=1/4$, which would make the two conductances equal. The second path halves the amplitude, so the probability falls to $0.0625$. The next partial sums give $0.1406$, $0.0977$ and $0.1182$, closing in on $1/9$ from alternate sides. The complete sum multiplies the first amplitude by $2/3$ and the conductance by $4/9$.

The tempting answer belongs to a different situation. Put a normal spacer of length $L$ between barrier and superconductor and take $E\neq0$. Electron and hole wavevectors $k_e,k_h$ now differ, and each loop gains an extra phase $2(k_e-k_h)L$. If the total loop phase $\theta$ is spread evenly over a full turn, all cross terms vanish:

$$
\left\langle\left|\sum_n R^n e^{in\theta}\right|^2\right\rangle=\sum_n R^{2n}=\frac1{1-R^2}.
$$

A numerical solution of the full equations, averaged over one period of $L$ at fixed $E=0.3\Delta$ and $\Delta/\mu=10^{-6}$, gives a conductance ratio of $1.3333$. The period is $\pi/(k_e-k_h)\simeq\pi\mu/(kE)$, with $k$ the Fermi wavevector. It is about 13 cm at these idealized settings and about $6.5\ \mu$m for the InAs values used below. At a fixed $L$ and $E$ the ratio lies anywhere between $2T/(1+R)^2=4/9$ and $2T/(1-R)^2=4$; only the average over the phase is $4/3$. Destructive interference is what separates $4/9$ from $4/3$.

For $T\to1$ the ratio tends to 2: every electron returns as a hole. Both countings agree there, so this limit cannot reveal the mistake. For $T\to0$ the correct ratio tends to $T/2$, whereas the incoherent ratio $2/(1+R)$ tends to 1. The two conductances are equal when $2T=(2-T)^2$, or $T^2-6T+4=0$. The root between 0 and 1 is $T=3-\sqrt5\simeq0.764$.

The derivation uses no detail of the normal scatterer except $T$. This was tested by wave matching without the approximation $\Delta\ll\mu$ built in, for 40 random contacts with delta barriers, spacers up to 200 nm and superconductor Fermi energies of 2 to 60 meV. The lead had $\mu=10$ meV and the gap was $10^{-5}$ meV. With $T$ taken from the same contact at zero gap, ranging from 0.140 to 0.953, the largest deviation from the formula was $2.8\times10^{-7}$ in units of $2e^2/h$.

## An InAs–aluminium contact

Rough values for an InAs channel contacted by aluminium are $\Delta=0.2$ meV, $\mu=10$ meV and an effective mass of 0.025 electron masses. The model uses this mass and Fermi energy on both sides, which is far from aluminium's own band structure, and places a delta barrier at the interface. It also leaves out the strong spin-orbit coupling of InAs. For a single channel without a magnetic field, this coupling does not alter the zero-bias formula in the limit $\Delta\ll\mu$: time-reversal symmetry makes $r'$ equal for both spins and free of spin flips, so each loop still contributes $-R$. Changes below are relative to this model's zero-bias, zero-temperature $G_{NS}$, one setting being changed at a time, unless stated otherwise.

**Finite $\Delta/\mu$.** For a delta barrier $U\delta(x)$, the derivative jumps by $2kZ$ times the wave, with $Z=mU/\hbar^2k$ and $T=1/(1+Z^2)$. Here $Z=1$. At $E=0$ both waves in the superconductor decay as $e^{-kx\Delta/2\mu}$ to first order. This adds $k\Delta/2\mu$ to the jump, so $Z$ becomes $Z+z$ with $z=\Delta/4\mu=0.005$. Since $dT/dZ=-2Z/(1+Z^2)^2=-1/2$ and $d\ln G_{NS}/dT=2/T+2/(2-T)=16/3$, the relative change is $-\frac83z=-\frac23\Delta/\mu=-1.3\%$. The full solution gives $-1.32\%$ relative to the limit $\Delta/\mu\to0$.

**Bias and temperature.** If $r$ and $t$ vary little over the energy $E$, then $\alpha^2=e^{-2i\arccos(E/\Delta)}$ gives

$$
R_{he}=\frac{T^2}{|1-\alpha^2R|^2}=\frac{T^2}{(1+R)^2-4R(E/\Delta)^2}.
$$

At $T=1/2$ the leading relative increase is $\frac89(E/\Delta)^2$. At zero temperature the differential conductance $dI/dV$ at bias $V$ is set by electrons with $E=eV$, so a bias of $20\ \mu$V raises it by $0.89\%$; the full solution gives $0.90\%$. At 50 mK, $k_B\Theta=4.31\ \mu$eV, with $\Theta$ the temperature. The thermal average of $E^2$ is $\pi^2(k_B\Theta)^2/3$, so with the gap held fixed the increase is $0.14\%$, as computed.

**Spacer.** A 100 nm spacer changes the zero-bias value by $+3.17\%$, although in the limit $\Delta/\mu\to0$ it would change nothing. The superconductor acts as a weak second barrier $z$ at distance $L$. Combining the two delta barriers gives, to first order in $z$,

$$
\frac1T=1+Z^2+2Zz(\cos2kL+Z\sin2kL).
$$

With $U=246.9$ meV nm, $k=2\mu Z/U=0.0810\ \mathrm{nm}^{-1}$ and $2kL=16.2$. The bracket is then about $-1.35$ instead of $+1$ at $L=0$, so the $-1.3\%$ shift turns into about $+1.8\%$. The difference explains the computed change. Adding the $20\ \mu$V bias brings the total to $+4.44\%$.

The finite-$\Delta/\mu$ shift and this zero-bias spacer shift arise because the model gives the superconductor the semiconductor's small Fermi energy. They nearly vanish when the channel ends directly on aluminium metal, whose Fermi energy is much larger. With such a mismatch, a spacer acts mainly by changing $T$ itself, through interference between the barrier and the interface. When the channel instead continues under an aluminium film as proximitised InAs, the small Fermi energy is the relevant one and the shifts remain. The pair term at zero energy is then the InAs–Al coupling strength, which exceeds the induced gap, so the shifts can be larger than computed here.

**Soft gap.** Broadening of the superconductor's levels by $\Gamma=0.02\Delta$ lets some electrons enter as quasiparticles, so $R_{ee}+R_{he}<1$. The computed conductance rises by $4.65\%$.

**Reading the measurement.** A series resistance of $1\ \mathrm{k}\Omega$ in both states turns the ideal ratio into $(25.81+1)/(58.08+1)=0.454$. If $G_N$ is read as the average of $dI/dV$ at $\pm1$ mV instead of with superconductivity switched off, the model gives $1.013\,G_N$, which lowers the inferred ratio by about $1.3\%$. An error of $0.01$ in $T$ matters more than either of these: the ratio is 0.430 at $T=0.49$ and 0.459 at $T=0.51$.

The single-channel assumption can matter far more than the changes computed above. Two independent channels with $T=1/4$ each have the same $G_N$ as one channel with $T=1/2$, but their ratio is $2(1/4)/(7/4)^2=8/49$, less than half of $4/9$. A measured $G_N$ alone therefore does not fix the Andreev conductance; the division of the transmission among channels must also be known.

The computed values are collected in the numerical output below.

## Calculated quantities

```
Normal transmission T: 0.5000
Andreev probability R_he: 0.11111
Normal reflection R_ee: 0.88889
G_NS/G_N, wave matching: 0.44444
4/9 as decimal: 0.44444
Conductance quantum 2e^2/h: 77.481 uS
G_N: 38.740 uS
G_NS: 17.218 uS
1/G_N: 25.813 kOhm
1/G_NS: 58.079 kOhm
R_he after 1 path(s): 0.25000
R_he after 2 path(s): 0.06250
R_he after 3 path(s): 0.14063
R_he after 4 path(s): 0.09766
R_he after 5 path(s): 0.11816
G ratio with scrambled loop phase: 1.3333
T where G_NS = G_N: 0.7639
Random contacts tested: 40
Range of their T: 0.140 to 0.953
Largest error in G/(2e^2/h): 2.8e-07
Example gap: 0.20 meV
Example Fermi energy: 10.0 meV
Example mass: 0.025 electron masses
Delta-barrier strength: 246.9 meV nm
gap/mu: 0.020
G_NS change, finite gap/mu: -1.32 %
Temperature: 50 mK
Thermal energy kT: 4.31 ueV
G_NS change, temperature: +0.14 %
Bias: 20 uV
G_NS change, bias: +0.90 %
Spacer length: 100 nm
G_NS change, spacer at zero bias: +3.17 %
G_NS change, spacer and bias: +4.44 %
Subgap broadening: 4.0 ueV
G_NS change, broadening: +4.65 %
Series resistance: 1.0 kOhm
Apparent G ratio with series resistance: 0.4538
High-bias reading at +/-: 1.0 mV
High-bias G relative to G_N: 1.0129
G ratio at T = 0.49: 0.4298
G ratio at T = 0.51: 0.4594
```
